# The self-magnetic field of a nanowire and its bending of electron paths

## Problem

A long, straight, round copper wire of diameter 20 nm carries a steady current with a mean density of 10 MA/cm² at 300 K.

(a) How large is the wire's own magnetic field at its surface?

(b) How far does this field bend the path of a conduction electron between collisions?

(c) Can the bending change the wire's resistance noticeably, even through electrons that graze the wall?

Take rough typical values for copper: a bulk resistivity $\rho=1.7\ \mu\Omega\,$cm and a cubic lattice constant of 0.3615 nm, with four atoms per cell and one conduction electron per atom.

## Solution

### The model

The electrons form one free-electron band with a spherical Fermi surface and one relaxation time. The wall is fully diffuse: an electron that hits it leaves with no memory of its earlier direction. Grain boundaries are left out. The wire has radius $a=10$ nm, the current $I$ flows along $+z$, and the electron charge is $-e$. Formulas are in SI units.

### (a) The surface field

By symmetry the field circles the axis and has the same size everywhere on a circle around it. Ampère's law on the surface circle gives $2\pi a B_s=\mu_0 I$. With $I=\pi a^2J$,

$$B_s=\frac{\mu_0 I}{2\pi a}=\frac{\mu_0 J a}{2}.$$

Since 10 MA/cm² is $10^{11}$ A/m²,

$$B_s=\frac{(4\pi\times10^{-7})(10^{11})(10^{-8})}{2}\ \text{T}=0.628\ \text{mT},$$

or 0.6 mT to one figure. The current is 31.4 μA. Summing the Biot–Savart contributions of the whole wire volume numerically also gives 0.628 mT.

Inside the wire, a circle of radius $r$ encloses the current $I r^2/a^2$ if the density is uniform. Then $2\pi rB=\mu_0Ir^2/a^2$, so $B(r)=B_s r/a$. Diffuse walls make the density less uniform: in this model its average over the outer ring $r>0.95a$ is about 0.61 of its average over $r<0.3a$. The surface field depends on the total current and is unaffected. The inner field changes by a factor of order one, and the linear form is used below.

### (b) Bending over one free path

The electron density is four per cell, $n=8.47\times10^{22}$ cm⁻³. Filling a Fermi sphere with two spins per state gives $n=k_F^3/(3\pi^2)$, hence

$$k_F=(3\pi^2n)^{1/3}=13.58\ \text{nm}^{-1}.$$

The mean free path $l=v_F\tau$ follows from the Drude resistivity $\rho=m/(ne^2\tau)$. Put $\tau=l/v_F$ and $mv_F=\hbar k_F$:

$$\rho=\frac{\hbar k_F}{ne^2l}\quad\Rightarrow\quad l=\frac{\hbar k_F}{ne^2\rho}=38.8\ \text{nm}.$$

A magnetic force turns the momentum $\hbar k_F$ without changing its size. Where the velocity is perpendicular to the field $B_s$, the force is $ev_FB_s$ and the direction turns at the rate $ev_FB_s/(\hbar k_F)$. Dividing by the speed gives the angle per unit length, which is $1/r_c$ with

$$r_c=\frac{\hbar k_F}{eB_s}=14.2\ \text{mm}.$$

The field inside is weaker than $B_s$, so a path of length $l$ turns by at most

$$\theta_l=\frac{l}{r_c}=\frac{38.8\times10^{-9}}{14.2\times10^{-3}}\approx2.7\times10^{-6}\ \text{rad}.$$

After a length $s$ the angle is at most $s/r_c$, and the sideways shift is the integral of this angle along the path:

$$\delta=\int_0^l\frac{s}{r_c}\,ds=\frac{l^2}{2r_c}\approx0.053\ \text{pm}.$$

This is a few millionths of the wire's diameter. An orbit integrated numerically from the Lorentz force, starting at the surface and running along the wire, gives the same shift.

### (c) Electrons that graze the wall

A small angle is not yet a small effect. An electron moving almost parallel to the axis needs little bending to miss the wall, and wall collisions carry much of this wire's resistance. The force on each group of electrons is therefore needed.

With $\hat r\times\hat\varphi=\hat z$ and $\hat z\times\hat\varphi=-\hat r$, the force $-e\,\mathbf v\times B\hat\varphi$ has the components

$$F_r=+ev_zB,\qquad F_z=-ev_rB.$$

Electrons drift along $-z$, against the current. Those moving that way have $v_z<0$ and are pushed towards the axis; those moving along $+z$ are pushed outwards.

Insert $B=B_sr/a$ and $v_r=dr/dt$ in the $z$ equation:

$$m\frac{dv_z}{dt}=-\frac{eB_s}{a}\,r\frac{dr}{dt}=-\frac{eB_s}{2a}\frac{d(r^2)}{dt}.$$

Integrate over time and divide by $mv_F=eB_sr_c$:

$$\frac{v_z}{v_F}=\text{const}-\frac{r^2}{2ar_c}.$$

Between axis and wall, $v_z/v_F$ changes by $a/(2r_c)=3.5\times10^{-7}$, however long the flight lasts.

Now let an electron leave the axis at a small angle $\theta$ to the $-z$ direction. It starts with $v_z/v_F=-\cos\theta$, so at radius $r$

$$\frac{v_z}{v_F}=-\cos\theta-\frac{r^2}{2ar_c}.$$

Its speed is fixed, so this cannot fall below $-1$. Hence $r^2\le2ar_c(1-\cos\theta)\approx ar_c\theta^2$, and the greatest radius is $\theta\sqrt{ar_c}$. The electron misses the wall if this is less than $a$, which means

$$\theta<\sqrt{a/r_c}\approx0.84\ \text{mrad}.$$

How long is the flight before it turns back? For such small angles $v_z\approx-v_F$, and the radial equation is $m\,d^2r/dt^2=-ev_FB_sr/a$. With the path length $s=v_Ft$ and $eB_s/(mv_F)=1/r_c$ it becomes

$$\frac{d^2r}{ds^2}=-\frac{r}{ar_c},\qquad r=\theta\sqrt{ar_c}\,\sin\frac{s}{\sqrt{ar_c}}.$$

The outward motion stops after a quarter period,

$$s_t=\frac{\pi}{2}\sqrt{ar_c}=18.7\ \mu\text{m}=483\,l.$$

The chance of flying that far without a collision is $e^{-483}$. The magnetic trap exists in the classical equations of motion, but scattering empties it long before an electron completes a turn. In a wire this thin, wave mechanics removes it as well. The lowest transverse mode has wavenumber $2.405/a$, which corresponds to an angle $2.405/(k_Fa)\approx18$ mrad, about twenty times the trapping angle. The trap depth $ev_FB_sa/2\approx5\ \mu$eV is also far below that mode's confinement energy of about 2 meV.

### A bound on the change of conductance

The remaining question is the sum over all electrons, including those that start close to the wall. Let an electric field $E$ act along $z$. An electron found at some point with direction $\mathbf u=\mathbf v/v_F$ has gained energy from $E$ since its last collision. The magnetic force does no work, so it enters only through the shape of the path. The chance that the electron has flown a length $s$ without a bulk collision is $e^{-s/l}$, so its mean energy gain is

$$\Delta\varepsilon=-eE\int_0^{L}u_z(-s)\,e^{-s/l}\,ds,$$

where $L$ is the distance back to the wall along the path. To first order in $E$, states at the Fermi energy are overfilled in proportion to $\Delta\varepsilon$. Each carries a current proportional to $-eu_z$. The conductivity is therefore proportional to the average of

$$P=u_z(0)\int_0^{L}u_z(-s)\,e^{-s/l}\,ds$$

over all positions in the cross-section and all directions. In bulk metal without a magnetic field the path is straight and endless, and the average is $\langle u_z^2\rangle l=l/3$. Relative to bulk,

$$\frac{\sigma}{\sigma_{\text{bulk}}}=\frac{3}{l}\langle P\rangle.$$

The average may equally be taken over the path ahead, because the motion preserves phase-space volume and each pair of points on a free path is then counted once either way.

For straight paths in this wire the ratio is 0.328, so the resistivity is $1.7/0.328\approx5.2\ \mu\Omega\,$cm. The numerical output lists this ratio twice: from sampled paths, and from a double integral for a diffuse round wire.

Let $P_0$ and $P_B$ belong to the straight and the bent path from the same start. An average cannot exceed the average of absolute values, so

$$\frac{|\langle P_B\rangle-\langle P_0\rangle|}{\langle P_0\rangle}\le\frac{\langle|P_B-P_0|\rangle}{\langle P_0\rangle}\approx1\times10^{-6}.$$

The right-hand value comes from 200 000 random starts, each followed with and without the field $B_sr/a$. The self-field thus changes the conductance by no more than about one part in a million.

This is a bound, and there is reason to expect a smaller change. Reversing both $v_z$ and $B$ leaves $F_r$ unchanged and reverses $F_z$, so it turns each allowed path into its mirror image. The product of the two $u_z$ factors in $P$ stays the same. The conductance is therefore even in $B$, and contributions linear in $B$ cancel between the two directions of travel.

### The radial Hall field

The mean drift speed is $v_d=J/(ne)=7.37$ m/s. In bulk metal the inward magnetic force on the drift would be balanced by a radial electric field of size $v_dB(r)$. In this wire the free path exceeds the radius, so momentum carried to the wall also enters the balance, and $v_dB(r)$ is only an estimate of the field's size. The corresponding estimate of the voltage between axis and surface is

$$\int_0^a v_dB_s\frac{r}{a}\,dr=\frac{v_dB_sa}{2}\approx0.023\ \text{nV}.$$

The bound above leaves this field out. Its force is smaller than the magnetic force $ev_FB$ on a single electron by a factor of order $v_d/v_F\approx5\times10^{-6}$.

## A few cases

Here $l$ is held at 38.8 nm. The other entries follow from $B_s\propto Ja$ and $r_c\propto1/(Ja)$.

| Diameter (nm) | $J$ (MA/cm²) | $B_s$ (mT) | $r_c$ (mm) | $l/r_c$ (μrad) | $s_t$ (μm) |
|---|---|---|---|---|---|
| 20 | 10 | 0.63 | 14.2 | 2.7 | 18.7 |
| 20 | 100 | 6.3 | 1.42 | 27 | 5.9 |
| 200 | 10 | 6.3 | 1.42 | 27 | 18.7 |

The last two wires have the same surface field but different trapping lengths. The product $ar_c$ is proportional to $1/J$, so $s_t$ does not depend on the diameter at fixed current density. The second row is a scaling case and says nothing about whether a wire would survive that current.

The estimate fails when $l$ approaches $s_t$. At 10 MA/cm² that requires free paths of many micrometres, as in a very pure, cold and much thicker wire. Grazing electrons could then be trapped, and the resistance could depend on the current through its own field. The small-angle estimate also needs $l\ll r_c$. At this current density $r_c$ falls below $s_t$ once the radius exceeds about 8 μm, and $r_c$ then sets the limit.

## The real wire

Real copper interconnects are roughly rectangular, polycrystalline and lined with a barrier layer. The shape changes the surface field by a factor of order one. Grain boundaries shorten the free paths, which raises the resistivity above the model's value and reduces the bending per path. A density of 10 MA/cm² is high for continuous use, where a few MA/cm² is a rough usual limit; the field falls in proportion. Copper's Fermi surface also has narrow necks. With a rough factor of five for their smaller orbits, $r_c$ is still 2.8 mm.

Heating matters more than the bending. The wire releases $P'=J^2\rho_{\text{wire}}\pi a^2=0.163$ W/m. Suppose this heat flows through oxide of conductivity $k=1$ W/(m K) to a heat sink at radius $R=100$ nm. Integrating $P'=-2\pi rk\,dT/dr$ gives

$$\Delta T=\frac{P'}{2\pi k}\ln\frac{R}{a}=\frac{0.163\times2.30}{6.28}\ \text{K}\approx0.06\ \text{K}.$$

Take a bulk temperature coefficient of 0.004 K⁻¹ and let the wall part of the resistivity stay fixed. The resistance then rises by the fraction $0.004\times0.06\times1.7/5.2\approx8\times10^{-5}$, about 80 times the magnetic bound. A less favourable heat path would raise this further.

Other magnetic effects are small too. A neighbouring wire with the same current, 40 nm away between centres, adds a field of 0.157 mT. The Zeeman energy in the surface field is $3.6\times10^{-8}$ eV, against a thermal energy of 0.026 eV. The flux through the area between axis and surface over one free path is $B_sal/2$, or $3\times10^{-5}$ of $h/e$, so the field hardly shifts the phase of an electron wave over that distance.

## Computed results

```
wire diameter: 20 nm
mean current density: 10 MA/cm2
current: 31.4 uA
surface field, formula: 0.628 mT
surface field, Biot-Savart: 0.628 mT
lattice constant (rough input): 0.3615 nm
bulk resistivity (rough input): 1.7 uohm cm
electron density: 8.47e+22 cm^-3
Fermi wavenumber: 13.58 nm^-1
Fermi speed: 1.57e+06 m/s
bulk mean free path: 38.8 nm
orbit radius: 14.2 mm
deflection per mean free path: 2.72 urad
sideways shift, formula: 0.0528 pm
sideways shift, integrated orbit: 0.0528 pm
largest change of v_z/v, axis to wall: 3.51e-07
trapping angle: 0.838 mrad
length of a trapped turn: 18.7 um
that length / mean free path: 483
wire/bulk conductivity, paths: 0.328
wire/bulk conductivity, integral: 0.328
current density, edge/centre: 0.62
bound on relative conductance change: 9.5e-07
drift speed: 7.37 m/s
Hall voltage, axis to surface: 0.0232 nV
wire resistivity, diffuse walls: 5.19 uohm cm
oxide heat conductivity (rough input): 1.0 W/(m K)
heat sink radius (input): 100 nm
temperature coefficient (rough input): 0.004 1/K
Joule power per length: 0.163 W/m
temperature rise: 0.060 K
relative resistance change by heating: 7.8e-05
heating change / magnetic bound: 82
neighbour distance (input): 40 nm
field of one neighbour: 0.157 mT
temperature (input): 300 K
Zeeman energy: 3.64e-08 eV
thermal energy: 0.0259 eV
flux over one free path / (h/e): 2.9e-05
neck orbit factor (rough input): 5
neck orbit radius: 2.8 mm
```
